# Maximum Energy Transfer from a 500 eV Argon Ion to Copper

## Problem

In sputtering, argon ions strike a copper surface and set its atoms in motion. Consider one collision between an argon ion of kinetic energy $E=500$ eV and a copper atom at rest. Treat the two as an isolated pair, and let the collision be elastic. The average atomic masses are $m_1=39.95$ u for argon and $m_2=63.546$ u for copper.

(a) Find the energy $T$ received by the copper atom as a function of the angle $\phi$ between its recoil direction and the incoming beam.

(b) Find the largest possible value of $T$, show that it can be reached, and evaluate it.

(c) Find the velocities of both particles after the collision of part (b), and the energy that the ion keeps.

(d) Discuss how the result depends on the two masses.

(e) Estimate how far the result can be trusted for an atom in a real copper surface.

## Solution

### What is assumed

Elastic means that the total kinetic energy is the same before and after the collision. During the collision part of it is stored as potential energy of repulsion, so the kinetic energies must be compared when the particles are far apart, where this potential energy is negligible. No energy goes into exciting electrons.

The speeds are far below that of light, so the kinetic energy of a mass $m$ with momentum $p$ is $p^2/(2m)$. The force between the particles is taken to be repulsive and central, which means that it acts along the line joining them.

### (a) Energy as a function of recoil angle

Let $\mathbf p$ be the momentum of the incoming ion and $\mathbf q$ the momentum of the copper atom after the collision. The copper atom starts with no momentum. Conservation of momentum therefore leaves the ion with $\mathbf p-\mathbf q$, and conservation of energy reads

$$\frac{p^2}{2m_1}=\frac{|\mathbf p-\mathbf q|^2}{2m_1}+\frac{q^2}{2m_2}.$$

The angle between $\mathbf p$ and $\mathbf q$ is $\phi$, so

$$|\mathbf p-\mathbf q|^2=p^2-2pq\cos\phi+q^2.$$

Inserting this gives

$$\frac{p^2}{2m_1}=\frac{p^2}{2m_1}-\frac{pq\cos\phi}{m_1}+\frac{q^2}{2m_1}+\frac{q^2}{2m_2}.$$

The term $p^2/(2m_1)$ cancels. Moving the term with $\cos\phi$ to the left and adding the two fractions on the right gives

$$\frac{pq\cos\phi}{m_1}=q^2\,\frac{m_1+m_2}{2m_1m_2}.$$

One solution is $q=0$: the copper atom stays at rest and nothing has happened. For $q\neq0$ we may divide by $q$ and solve:

$$q=\frac{2m_2}{m_1+m_2}\,p\cos\phi .$$

Since $q$ is the length of a vector, it is positive. Hence $\cos\phi>0$, and a struck atom that was at rest recoils within $90^\circ$ of the beam direction.

The energy received is

$$T=\frac{q^2}{2m_2}=\frac{1}{2m_2}\,\frac{4m_2^2}{(m_1+m_2)^2}\,p^2\cos^2\phi=\frac{2m_2}{(m_1+m_2)^2}\,p^2\cos^2\phi .$$

The ion's energy is $E=p^2/(2m_1)$, so $p^2=2m_1E$ and

$$T=kE\cos^2\phi,\qquad k=\frac{4m_1m_2}{(m_1+m_2)^2}.$$

The force law does not appear in this relation. It decides which recoil angle follows from a given aim, but once the angle is known, the two conservation laws fix the energy.

### (b) The maximum

Because $\cos^2\phi\le1$,

$$T\le T_{\max}=kE .$$

Equality requires $\phi=0$, a recoil straight along the beam. This happens in a head-on collision, where the ion's initial line of motion passes through the centre of the copper atom. A central force then acts along this line throughout, so neither particle can acquire sideways momentum. The solution $q=0$ is excluded here: it would leave the ion with its original velocity and the atom at rest, so the ion would have to pass through the atom. The strong repulsion at short distance prevents this. The limit is therefore reached.

For argon on copper the sum of the masses is $103.496$ u, and

$$k=\frac{4(39.95)(63.546)}{(103.496)^2}=\frac{10154.7}{10711.4}=0.9480 .$$

The largest transfer is

$$T_{\max}=0.9480\times500\ \text{eV}=474\ \text{eV},$$

or $7.59\times10^{-17}$ J. In this ideal collision the copper atom can take about 95% of the ion's energy.

The same limit can be seen from the centre of mass, which moves with velocity

$$V=\frac{m_1v}{m_1+m_2},$$

where $v$ is the ion's initial speed. Seen from the centre of mass, the copper atom approaches with speed $V$. An elastic collision changes the direction of its velocity in this frame but not its magnitude. Returning to the laboratory frame adds the velocity $V$ along the beam. The sum is largest when both contributions point along the beam, which gives a recoil speed $2V$. Hence

$$T_{\max}=\tfrac12m_2(2V)^2=\frac{2m_2m_1^2v^2}{(m_1+m_2)^2}=\frac{4m_1m_2}{(m_1+m_2)^2}\left(\tfrac12m_1v^2\right)=kE,$$

in agreement with the first derivation.

**A test by trajectories.** The limit was also tested by integrating Newton's equations for both particles, without using the formula for $T$. The repulsion was the Ziegler-Biersack-Littmark (ZBL) potential, a Coulomb repulsion between the nuclei weakened by electron screening. The head-on run gave 474.010 eV, equal to the formula at that precision. A quite different repulsion, $(5000\ \text{eV})\,e^{-r/(0.3\ \text{Å})}$ with $r$ the separation, gave the same energy. These digits test the mechanics; they do not describe the accuracy for a real surface.

Most collisions are not head-on. The impact parameter $b$ is the distance by which the ion would miss the centre of the copper atom if there were no force. For the ZBL potential and a fixed ion energy of 500 eV, the trajectories give:

| $b$ (Å) | $\phi$ (degrees) | $T$ (eV) |
|---:|---:|---:|
| 0.0 | 0.0 | 474.0 |
| 0.2 | 20.8 | 414.4 |
| 0.5 | 48.1 | 211.2 |
| 1.0 | 76.3 | 26.5 |
| 1.5 | 86.4 | 1.9 |

The energies follow $kE\cos^2\phi$. For example, $474.0\cos^2(48.1^\circ)$ is about 211 eV. The transfer falls steeply over a distance of about one ångström, so 474 eV is an upper limit and not a typical energy transfer. The relation between $b$ and $\phi$ belongs to the chosen potential, whereas the relation between $\phi$ and $T$ does not.

### (c) Motion after the head-on collision

The recoil speed of the copper atom is

$$v_2=2V=\frac{2m_1}{m_1+m_2}\,v .$$

The ion's final velocity $v_1$, counted positive along the beam, follows from momentum conservation, $m_1v=m_1v_1+m_2v_2$:

$$v_1=v-\frac{m_2}{m_1}v_2=v-\frac{2m_2}{m_1+m_2}v=\frac{m_1-m_2}{m_1+m_2}\,v .$$

A 500 eV argon ion has $v=\sqrt{2E/m_1}=49.1$ km/s. Therefore

$$v_2=\frac{79.90}{103.496}\times49.1\ \text{km/s}=37.9\ \text{km/s},$$

$$v_1=\frac{39.95-63.546}{103.496}\times49.1\ \text{km/s}=-11.2\ \text{km/s}.$$

The minus sign means that the argon bounces back, as it must when the projectile is lighter than the target. The copper atom moves forward. The two separate at $37.9+11.2=49.1$ km/s, the speed at which they approached. This holds for any head-on elastic collision, since

$$v_2-v_1=\frac{2m_1-(m_1-m_2)}{m_1+m_2}\,v=v .$$

The ion keeps

$$E-T_{\max}=500\ \text{eV}-474\ \text{eV}=26\ \text{eV}.$$

### (d) Dependence on the masses

The fraction of energy kept by the ion in a head-on collision is

$$1-k=\frac{(m_1+m_2)^2-4m_1m_2}{(m_1+m_2)^2}=\left(\frac{m_1-m_2}{m_1+m_2}\right)^2 .$$

A square cannot be negative, so $k\le1$. Equality requires $m_1=m_2$: the projectile then stops and the target takes all the energy. A trajectory with the copper mass replaced by the argon mass confirmed this, giving a transfer of 500.000 eV.

If the projectile is much lighter than the target, $m_1\ll m_2$, then $k\approx4m_1/m_2$. The projectile bounces back with nearly its original speed and gives up little energy. If it is much heavier, $m_1\gg m_2$, then $k\approx4m_2/m_1$. The target leaves with nearly twice the projectile's speed, but its small mass means that it carries little energy.

Exchanging $m_1$ and $m_2$ leaves $k$ unchanged. A 500 eV copper projectile striking an argon atom at rest could therefore also transfer 474 eV. The motion would differ: the heavier copper would continue forward, because $v_1$ would then be positive.

Argon and copper differ in mass by a factor of about 1.6, yet $k$ is still 0.948. The reason is that $1-k$ is the square of the relative mass difference $(m_1-m_2)/(m_1+m_2)=-0.228$, and this square is only 0.052.

### (e) A copper atom in a real surface

Argon ions of a few hundred electronvolts can sputter copper, so 500 eV is a realistic choice. In a plasma the ions arrive with a spread of energies. Since $T_{\max}$ is proportional to $E$, each ion energy has its own limit. The other assumptions can be examined one at a time, with the ion energy held at 500 eV.

**Isotopes.** An individual atom has the mass of its isotope, not the average mass. For argon-40 the limit is 475.1 eV on copper-63 and 471.7 eV on copper-65. The value 474 eV, obtained from average masses, is thus not a strict bound for every pair of isotopes.

**Thermal motion.** Suppose that the copper atom already moves along the beam with a small velocity $u$. In a head-on elastic collision the relative velocity $v-u$ is reversed. The momentum given to the atom is then $J=2\mu(v-u)$, where $\mu=m_1m_2/(m_1+m_2)$ is the reduced mass. The atom's energy increases by

$$\Delta T=\frac{(m_2u+J)^2}{2m_2}-\frac{m_2u^2}{2}=\frac{J^2}{2m_2}+Ju .$$

For $u=0$ this equals $T_{\max}=2\mu^2v^2/m_2$. To first order in $u$ the first term becomes $T_{\max}(1-2u/v)$. The second becomes $2\mu vu$, which equals $T_{\max}(m_2/\mu)(u/v)$. With $m_2/\mu=(m_1+m_2)/m_1$,

$$\Delta T\approx T_{\max}\left[1+\left(\frac{m_1+m_2}{m_1}-2\right)\frac uv\right]=T_{\max}\left[1+\frac{m_2-m_1}{m_1}\,\frac uv\right].$$

At 300 K the classical root-mean-square velocity of a copper atom along one axis is 198 m/s. The shift is

$$474\ \text{eV}\times\frac{23.596}{39.95}\times\frac{0.198}{49.1}\approx1.1\ \text{eV}.$$

It is positive if the atom moves away from the ion and negative if it moves towards it. The impulse is weaker on a receding atom, but the force then acts on an atom already moving in its direction and does extra work. For $m_2>m_1$ the extra work outweighs the weaker impulse.

**Lattice binding.** The copper atom is held by its neighbours. To size this effect, a harmonic restoring force was added to the head-on trajectory. Its strength came from a rough Debye temperature of 340 K, with the squared frequency set to $3/5$ of the squared Debye cutoff frequency. The energy received, counted as kinetic plus spring energy, changed by $-0.1$ eV. This concerns the energy delivered by the ion, not the atom's kinetic energy: the atom is displaced by about an ångström while the ion is still pushing it, so part of that energy is already stored as potential energy during the collision. A harmonic spring also leaves out the repulsion from the layer below. The atom loses much more energy afterwards, when it runs into other atoms.

**Electronic excitation.** Let an energy $Q$ go into electrons during a head-on collision. The kinetic energy of relative motion is initially

$$E_{\text{rel}}=\tfrac12\mu v^2=\frac{m_2}{m_1+m_2}E\approx307\ \text{eV}.$$

Afterwards it is $E_{\text{rel}}-Q$, so the particles separate at the reduced speed $fv$ with $f=\sqrt{1-Q/E_{\text{rel}}}$. Combining $v_2-v_1=fv$ with $m_1v=m_1v_1+m_2v_2$ gives

$$v_2=\frac{m_1(1+f)}{m_1+m_2}\,v,\qquad T=T_{\max}\left(\frac{1+f}{2}\right)^2 .$$

The Oen-Robinson model, used with Lindhard-Scharff electronic stopping, gives $Q\approx9$ eV at the calculated closest approach of 0.73 Å. Then $f\approx0.985$, and the transfer falls by about 7 eV. This model is taken here as an outside estimate. At such a low ion energy it supplies a rough scale, not a precise correction.

**Neighbouring atoms.** The ion also feels the atoms beside the one it strikes. Place it 0.73 Å above the struck atom, with six neighbours in the surface plane at a rough distance of 2.55 Å from that atom, as on the close-packed (111) face at normal incidence. The ZBL repulsion from these six atoms then amounts to about 5 eV. If the ion had spent this energy before the main collision, the transfer would fall by about $0.948\times5\approx5$ eV. This too is a scale, because the neighbours can move, the weak outer part of the potential is uncertain, other faces have fewer neighbours in the plane, and the atoms below the surface, which also repel the ion, are left out.

**Relativity.** Solving the relativistic conservation laws changes the transfer by a relative amount of $3.5\times10^{-10}$, which is negligible here.

Among these estimates, electronic excitation and the neighbouring atoms have the largest effects. Both lower the transfer, together by about 12 eV, or 2.5% of $T_{\max}$. For a real surface at normal incidence these estimates put the energy that the ion can deliver to the struck atom at roughly 460 eV, while 474 eV is the answer for the ideal pair with average masses. The kinetic energy of the struck atom stays below this figure, because the atom presses against the layer beneath it before the ion has finished pushing.

This limit is not the energy of a sputtered atom. For an ion arriving perpendicular to the surface, the head-on recoil moves into the solid. At this incidence, further collisions must turn momentum outward before copper can leave, and the departing atom must overcome its binding to the surface. The single-collision formula gives the most energy that an isolated atom at rest can receive from the ion; it does not give the number or the energies of the atoms that escape.

The calculated values are collected in the numerical output below.

## Table of computed values

```
Ion energy: 500 eV
Argon mass: 39.95 u
Copper mass: 63.546 u
Sum of masses: 103.496 u
4 m1 m2: 10154.7 u^2
(m1 + m2)^2: 10711.4 u^2
Transfer fraction k: 0.9480
Maximum transfer: 474.0 eV
Maximum transfer: 7.594e-17 J
Energy kept by ion: 26.0 eV
Ion speed before: 49.1 km/s
Ion velocity after: -11.2 km/s
Copper speed after: 37.9 km/s
Trajectory, ZBL force, head-on: 474.010 eV
Trajectory, exponential force, head-on: 474.010 eV
Formula to same digits: 474.010 eV
Trajectory, equal masses: 500.000 eV
Closest approach, head-on: 0.73 angstrom
Impact parameter (angstrom), recoil angle (deg), transfer (eV):
  0.0  0.0  474.0
  0.2  20.8  414.4
  0.5  48.1  211.2
  1.0  76.3  26.5
  1.5  86.4  1.9
Neglected effects:
Limit for Ar-40 on Cu-63: 475.1 eV
Limit for Ar-40 on Cu-65: 471.7 eV
Target temperature: 300 K
Thermal rms speed, one axis: 198 m/s
Thermal shift of transfer: +/- 1.13 eV
Debye temperature (rough): 340 K
Shift from lattice binding: -0.10 eV
Electronic loss (rough): 9 eV
Shift from electronic loss: -7 eV
Neighbour spacing (rough): 2.55 angstrom
Repulsion by six neighbours: 5 eV
Relativistic relative shift: 3.5e-10
```
